# Negative edge voltage near a point injector in Stokes-Ohm flow

Q: You claim that a contact placed beside a current injector can sit at a lower potential than a contact far away, although positive current flows from the injector outwards. Before I object, tell me which equations you are using.

A: A two-dimensional electron fluid of density $n$ and effective mass $m$ fills the half-plane $y>0$. A current $I>0$ enters at the origin, on the edge $y=0$, and leaves at infinity. There is no magnetic field. The flow is steady and weak enough for terms quadratic in the velocity to be dropped, and the density stays uniform. For carriers of charge $q_c=\pm e$ and velocity $\mathbf v$, momentum balance per unit mass reads

$$\nu\nabla^2\mathbf v-\frac{\mathbf v}{\tau}-\frac{q_c}{m}\nabla\phi=0 .$$

Here $\nu$ is the kinematic viscosity, $\tau$ the time in which impurities and phonons remove momentum, and $\phi$ the electrochemical potential in volts, which includes the fluid pressure. I assume that a voltage contact draws no current and reads $\phi$. Multiply by $-nq_c\tau$ and set $\mathbf j=nq_c\mathbf v$:

$$\mathbf j-\ell^2\nabla^2\mathbf j=-\sigma_0\nabla\phi,\qquad \nabla\cdot\mathbf j=0,\qquad \ell=\sqrt{\nu\tau},\qquad \sigma_0=\frac{ne^2\tau}{m}.$$

The sign of the carriers has dropped out because $q_c^2=e^2$. The length $\ell$ is the Gurzhi length.

Q: The answer must depend on how the edge treats the fluid.

A: It does, so I keep a slip length $b\ge0$:

$$j_y(x,0)=I\delta(x),\qquad j_x=b\,(\partial_yj_x+\partial_xj_y)\quad\text{at }y=0 .$$

The second condition equates the shear stress to a wall friction proportional to the tangential velocity. No slip is $b=0$; no tangential stress is $b\to\infty$. The term $\partial_xj_y$ vanishes along the edge away from the origin, but not at the injector. I keep it there, which means that the edge condition is assumed to hold across the opening as well. This is a choice of model: for $b\to\infty$, dropping the term halves the viscous voltage found below, while the no-slip case does not contain the term at all.

Q: Then solve it, without guessing the form of the potential.

A: The divergence of the first equation gives $\nabla^2\phi=0$, because $\nabla\cdot\mathbf j=0$. Write every field as $\int\frac{dk}{2\pi}e^{ikx}(\dots)$. The decaying harmonic mode is $\phi_k=A\,e^{-|k|y}$, and the $y$ component becomes

$$(1+\ell^2k^2)j_y-\ell^2j_y''=\sigma_0|k|A\,e^{-|k|y}.$$

For a trial solution $c\,e^{-|k|y}$ the left side is $c\,(1+\ell^2k^2-\ell^2k^2)e^{-|k|y}$, so $c=\sigma_0|k|A$. The homogeneous solution that decays is $e^{-qy}$ with $q^2=k^2+1/\ell^2$. Hence

$$j_y=\sigma_0|k|A\,e^{-|k|y}+B\,e^{-qy},\qquad j_x=\frac ik\,j_y',$$

where the second relation is continuity, $ikj_x+j_y'=0$. The $x$ component is then satisfied too: the operator $1+\ell^2k^2-\ell^2\partial_y^2$ acting on $j_x$ gives $\frac ik\partial_y(\sigma_0|k|Ae^{-|k|y})=-ik\sigma_0Ae^{-|k|y}$, as required.

Q: Two constants remain, and two edge conditions.

A: Let $a=\sigma_0|k|A/I$. The transform of $I\delta(x)$ is $I$, so $B=I(1-a)$. At $y=0$,

$$j_x=-\frac{iI}{k}\big[|k|a+q(1-a)\big]=-\frac{iI}{k}\big[q-(q-|k|)a\big],$$

$$\partial_yj_x+ikj_y=\frac{iI}{k}\big[k^2a+q^2(1-a)+k^2\big]=\frac{iI}{k}\Big[q^2+k^2-\frac a{\ell^2}\Big],$$

using $q^2-k^2=1/\ell^2$. The slip condition gives

$$a=\frac{q+b(q^2+k^2)}{q-|k|+b/\ell^2}.$$

To expose the part that does not depend on $b$, subtract $\ell^2(q^2+k^2)=1+2\ell^2k^2$. The terms with $b$ cancel in the numerator, which becomes

$$q-\ell^2(q^2+k^2)(q-|k|)=q-\frac{q^2+k^2}{q+|k|}=\frac{|k|(q-|k|)}{q+|k|}=\ell^2|k|(q-|k|)^2 .$$

Here I used $\ell^2(q-|k|)=1/(q+|k|)$ twice. Dividing $a$ by $|k|$,

$$\frac{\sigma_0A}{I}=\frac1{|k|}+2\ell^2|k|+\frac{\ell^2(q-|k|)^2}{q-|k|+b/\ell^2}.$$

A direct numerical solution of the two momentum equations and continuity, for three wave numbers and three slip lengths, agrees with this formula to rounding accuracy.

Q: All three terms are positive. Where is a negative voltage supposed to come from?

A: From the return to real space. Take no tangential stress first, $b\to\infty$, where the last term vanishes. For $y>0$ and $r^2=x^2+y^2$,

$$\int\frac{dk}{2\pi}|k|e^{ikx-|k|y}=\frac1\pi\,\mathrm{Re}\int_0^\infty k\,e^{-k(y-ix)}dk=\frac1\pi\,\mathrm{Re}\frac1{(y-ix)^2}=\frac{y^2-x^2}{\pi r^4}.$$

The transform of $1/|k|$ diverges at small $k$, but its derivatives do not:

$$\partial_y\to-\frac1\pi\mathrm{Re}\frac1{y-ix}=-\frac{y}{\pi r^2},\qquad \partial_x\to\frac1\pi\mathrm{Re}\frac{i}{y-ix}=-\frac{x}{\pi r^2}.$$

These are the derivatives of $-(\ln r)/\pi$. The divergence is therefore an additive constant, which a reference contact removes, and

$$\phi=\frac{I}{\pi\sigma_0}\left[-\ln r+2\ell^2\,\frac{y^2-x^2}{r^4}\right]+\text{const}.$$

With the reference on the edge at distance $L$, the voltage at $x\neq0$ on the edge is

$$V(x)=\frac{I}{\pi\sigma_0}\left[\ln\frac L{|x|}-2\ell^2\Big(\frac1{x^2}-\frac1{L^2}\Big)\right].$$

The logarithm is the ohmic voltage. The viscous term is negative for $|x|<L$ and wins close to the injector, because $1/x^2$ grows faster than a logarithm.

Q: So the fluid is negative all around the injector?

A: No. In this case the viscous part of $\phi$ has the sign of $y^2-x^2$: it is negative in the two wedges $|x|>y$ next to the edge and positive in the sector ahead of the injector. The position of the probe matters as much as its distance.

Q: I still suspect the injector itself. Current would be pushed in at a negative voltage, and the source would gain energy.

A: The contact is where the point model hides something. Give the injected current a Gaussian profile of standard deviation $s$, which multiplies the transform by $e^{-k^2s^2/2}$. The function $-1/x^2$ on the edge is then replaced by

$$g(x)=\int_0^\infty k\cos(kx)\,e^{-k^2s^2/2}dk=\frac1{s^2}\left[1-x\int_0^\infty\sin(kx)\,e^{-k^2s^2/2}dk\right],$$

by partial integration with $k\,e^{-k^2s^2/2}=-s^{-2}\,\partial_k e^{-k^2s^2/2}$. Call the sine integral $S(x)$. Its derivative is $g$, so $S'=(1-xS)/s^2$ with $S(0)=0$. The Dawson function $D$ obeys $D'(u)=1-2uD(u)$ with $D(0)=0$, so $S=(\sqrt2/s)D(u)$ with $u=x/(\sqrt2s)$, and

$$g(x)=\frac{1-2uD(u)}{s^2}.$$

At the centre $g=1/s^2$, so the viscous part of $\phi$ there is $+2\ell^2I/(\pi\sigma_0s^2)$. It changes sign at $|x|=1.31\,s$. Since the factor $|k|$ vanishes at $k=0$, the integral of $g$ over the whole edge is zero: the negative flanks balance a positive peak under the contact. The power argument concerns the work done by the source. Its electrical part is $\int j_y\phi\,dx$ over the injector, to which viscosity contributes an integral of $|k|e^{-k^2s^2}$ with a positive coefficient. With the edge condition taken to hold across the opening, viscosity therefore raises the electrical energy that the source must supply.

Q: And how far away may I treat the injector as a point?

A: For large $u$, $D=\frac1{2u}+\frac1{4u^3}+\frac3{8u^5}+\dots$, hence

$$g\simeq-\frac1{x^2}\left(1+\frac{3s^2}{x^2}\right).$$

The correction relative to the point result is about 3% at $x=10s$. At $x=5s$ the full expression gives 16%, somewhat above the 12% of this first correction.

One assumption does not fade with distance: the frictionless condition is taken to hold across the opening as well. Compare the radial flow $\mathbf j=I\mathbf r/(\pi r^2)$ with $\phi=-(I/\pi\sigma_0)\ln r$. It obeys the same bulk equations, because its $\nabla^2\mathbf j$ vanishes, and it has no tangential stress on the edge at $x\neq0$. It does have such a stress at the injector, and it has no viscous voltage at all. At a frictionless edge the way the current enters therefore helps to set the size of the negative voltage, and the same is true of an edge with partial slip.

Q: You chose a frictionless edge. With no slip the fluid sticks, and I expect another law.

A: For $b=0$ the last term of the edge response is $\ell^2(q-|k|)$, so

$$\frac{\sigma_0A}{I}=\frac1{|k|}+\ell^2|k|+\ell^2q .$$

I need the transform of $q$ at $x\neq0$. Start from the integral representation $\int\frac{dk}{2\pi}\frac{e^{ikx}}q=\frac1\pi K_0(z)$ with $z=|x|/\ell$, and write $q=(k^2+\ell^{-2})/q$. Since $k^2$ acts as $-\partial_x^2$,

$$q\;\to\;\frac1{\pi\ell^2}\,[K_0(z)-K_0''(z)]=-\frac{K_1(z)}{\pi\ell|x|},$$

because $K_0'=-K_1$ and $K_1'=-K_0-K_1/z$ give $K_0''=K_0+K_1/z$. On the edge,

$$V(x)=\frac I{\pi\sigma_0}\left[\ln\frac L{|x|}-F(x)+F(L)\right],\qquad F=\frac{\ell^2}{x^2}+\frac{\ell}{|x|}K_1\!\Big(\frac{|x|}\ell\Big).$$

For $|x|\ll\ell$, $K_1(z)\simeq1/z$ and $F\simeq2\ell^2/x^2$, the same leading term as without stress. For $|x|\gg\ell$, $K_1$ is exponentially small and $F\simeq\ell^2/x^2$, half the no-stress value.

Q: Is the agreement at short distance an accident of two extreme cases?

A: No. At large $|k|$, $q-|k|\simeq1/(2\ell^2|k|)$. The last term of the edge response then falls as $1/(2|k|)$ for $b=0$ and as $1/(4bk^2)$ for $b>0$. The first gives at most a logarithm at small $x$, the second a finite value. Neither can alter the $1/x^2$ singularity of $2\ell^2|k|$. With the edge condition applied across the opening as well, every slip length therefore gives, for fixed $L$ and $x\to0$,

$$V\simeq-\frac{2\ell^2I}{\pi\sigma_0x^2}=-\frac{2m\nu}{\pi ne^2}\,\frac I{x^2}.$$

The time $\tau$ has cancelled between $\ell^2$ and $\sigma_0$, so for known $n$ and $m$, and if the edge condition does hold across the opening, this term gives the viscosity without knowledge of the momentum relaxation. It dominates $V$ only for $x\ll\ell$, while the fluid description needs $x$ large against the electron-electron mean free path, so the two lengths must be widely separated. At $x=0.05\,\ell$ with $L=5\,\ell$, the product $x^2V$ in units of $\ell^2I/(\pi\sigma_0)$ is $-1.984$, $-1.987$ and $-1.988$ for $b=0$, $\ell$ and $\infty$; the limit is $-2$.

Q: Then the rule is simple: the voltage is negative within $\ell$ and positive beyond.

A: That rule is too sharp, because the sign of $V$ depends on the reference. Take no stress and $x>0$. From

$$\frac{dV}{dx}=\frac{I}{\pi\sigma_0}\left(-\frac1x+\frac{4\ell^2}{x^3}\right)$$

the voltage rises from $-\infty$ up to $x=2\ell$ and falls beyond. If $L>2\ell$, it crosses zero once on the way up, at $x_0<2\ell$, and stays positive until it returns to zero at $L$. If $L\le2\ell$, it is negative for all $0<x<L$.

To find $x_0$, put $w=4\ell^2/x_0^2$ and $w_L=4\ell^2/L^2$. Twice the condition $V=0$ reads $\ln(w/w_L)=w-w_L$, so

$$w\,e^{-w}=w_L\,e^{-w_L},\qquad x_0=\frac{2\ell}{\sqrt w},\qquad w=-W_{-1}\big(-w_Le^{-w_L}\big).$$

The branch $W_{-1}$ of the Lambert function selects the root $w>1$, since $w=w_L<1$ is the reference contact itself. The zero moves inwards slowly as the reference recedes: $x_0=1.13\,\ell$, $0.79\,\ell$ and $0.59\,\ell$ for $L=5\,\ell$, $20\,\ell$ and $200\,\ell$. Setting $w=4$ and solving for the root $w_L<1$ shows that, for a reference contact beyond $\ell$, the voltage is negative all the way out to $\ell$ if $L<7.10\,\ell$. With no slip the corresponding limit is $4.74\,\ell$.

Q: Is there a statement that does not depend on where I put the reference?

A: The edge field $E_x=-dV/dx$. With no stress it reverses at $x=2\ell$. With no slip, $(K_1/z)'=-K_2/z$ turns $dV/dx=0$ into

$$\frac2{z^2}+K_2(z)=1 .$$

The left side decreases steadily from infinity to zero, so there is one root, $z=1.77$. Closer in than these points, the field along the edge points towards the injector.

Q: Then the current there should flow towards the injector as well.

A: It would if Ohm's law held locally. Take no stress, where $a=1+2\ell^2k^2$. The edge current found above is

$$\frac{j_x}{I}=-\frac{ik}{|k|}-2\ell^2\,ik\,|k|+2\ell^2\,ik\,q .$$

Replace $ik$ by $\partial_x$ and use the three transforms already obtained. For $x>0$,

$$j_x=\frac I{\pi x}\left[1-\frac{4}{z^2}+2K_2(z)\right].$$

For small $z$, $K_2=\frac2{z^2}-\frac12+\frac{z^2}8\ln\frac2z+O(z^2)$. The first terms cancel, leaving $j_x\simeq\frac{I}{\pi x}\frac{z^2}4\ln\frac2z>0$ to leading logarithmic order. The current runs outwards against the field. Viscous stress from the neighbouring fluid supplies the momentum that the field and friction take away.

Q: What happens when momentum relaxation is removed altogether?

A: Let $\tau\to\infty$ at fixed $\nu$, $x$ and $L$. Then $1/\sigma_0\to0$ while $\ell^2/\sigma_0=m\nu/(ne^2)$ stays finite. The ohmic logarithm disappears, and with no stress

$$V\to-\frac{2m\nu I}{\pi ne^2}\Big(\frac1{x^2}-\frac1{L^2}\Big),$$

negative for every $|x|<L$. No slip gives the same limit, since both arguments of $K_1$ become small and the remaining logarithms carry the factor $1/\sigma_0$. In the opposite limit $\ell\to0$, the ohmic voltage is left and is positive for $|x|<L$.

Q: Show me magnitudes.

A: I take round model parameters: $n=10^{16}\ \mathrm{m^{-2}}$, $m=0.05$ electron masses, $\nu=0.01\ \mathrm{m^2/s}$, $\tau=25$ ps, $I=1\ \mu\mathrm A$ and $L=10\ \mu\mathrm m$. Then

$$\ell=\sqrt{0.01\times25\times10^{-12}}\ \mathrm m=0.50\ \mu\mathrm m,\qquad \sigma_0=0.141\ \mathrm S,\qquad \frac I{\pi\sigma_0}=2.26\ \mu\mathrm V .$$

For a probe at $x=0.25\ \mu\mathrm m=\ell/2$ and no stress,

$$V=2.26\,\Big[\ln40-2\Big(4-\frac1{400}\Big)\Big]\mu\mathrm V=(8.33-18.06)\ \mu\mathrm V=-9.7\ \mu\mathrm V,$$

or $V/I=-9.7\ \Omega$. With no slip it is $-8.2\ \mu\mathrm V$. At the same distance straight ahead of the injector, the no-stress voltage is $+26\ \mu\mathrm V$.

At $x=0.50\ \mu\mathrm m=\ell$ the edge voltages are already positive, $+2.3\ \mu\mathrm V$ without stress and $+3.2\ \mu\mathrm V$ with no slip. This follows from the reference: $L=20\,\ell$ lies beyond both limits, $7.10\,\ell$ and $4.74\,\ell$. The zeros are at $0.39\ \mu\mathrm m$ and $0.36\ \mu\mathrm m$, while the field reverses at $1.00\ \mu\mathrm m$ and $0.89\ \mu\mathrm m$.

Q: Is the fluid description allowed at a quarter of a micrometre?

A: It needs $|x|$ and $\ell$ to be large against the mean free path $l_{ee}$ for electron-electron collisions. The kinetic estimate $\nu=v_Fl_{ee}/4$, with spin degeneracy two and $v_F=\hbar\sqrt{2\pi n}/m=5.8\times10^5$ m/s, gives $l_{ee}\approx0.07\ \mu\mathrm m$. The probe is then between three and four mean free paths away. There the near-field term alone is $-18\ \mu\mathrm V$, about twice the full voltage, and the point $x=0.05\,\ell=0.025\ \mu\mathrm m$ lies below $l_{ee}$, so these parameters leave no clean range in which that term alone gives $\nu$. That is a moderate separation, so the voltages are estimates. At a frictionless or partially slipping edge they also rest on the assumption made above about how the current enters; a contact that emits electrons in a wide fan can give a smaller negative voltage or none. The growth as $1/x^2$ must not be continued down to $x\sim l_{ee}$, where a local viscosity no longer describes the stress. The positive peak under a contact narrower than $l_{ee}$ is likewise outside the theory.

The parameters illustrate the formulas and do not describe a particular material. The rough collision rate $(k_BT)^2/(\hbar E_F)$, with $E_F=48$ meV, reaches $v_F/l_{ee}$ only at a temperature of order 200 K. There $k_BT$ is about a third of $E_F$, so these degenerate-gas estimates are rough, and $\tau=25$ ps corresponds to a mobility near $9\times10^5\ \mathrm{cm^2/Vs}$. At such temperatures phonons usually make $\tau$ much shorter than 25 ps, which shortens $\ell$ and moves the sign change closer to the injector. With the other parameters kept and no stress, $\tau=1$ ps gives $\ell=0.10\ \mu\mathrm m$ and a sign change near $0.06\ \mu\mathrm m$. That is less than $l_{ee}$, so the theory no longer predicts a negative voltage there. The example thus needs frequent electron-electron collisions together with weak phonon scattering.

Q: And if the drain is not at infinity?

A: The equations are linear, so a point drain at $x=d$ on the same edge adds the same solution, centred at $d$, with $-I$ in place of $I$. The singular term beside the injector is unchanged, but the smooth background shifts, and with it the zero of $V$ and the point of field reversal. With no stress and $d<4\ell$, the field does not reverse anywhere between the two contacts: it points towards the injector along the whole stretch. The numerical output below lists edge voltages at further probe positions for the original case, with the drain at infinity.

## Values computed for the example and the checks

```
INPUTS
density n = 1.0e+16 m^-2
mass m = 0.050 electron masses
kinematic viscosity nu = 0.010 m^2/s
momentum relaxation time tau = 25.0 ps
current I = 1.0 uA
reference distance L = 10.0 um
SCALES
Gurzhi length ell = 0.5000 um
sheet conductivity sigma0 = 0.14090 S
voltage scale I/(pi sigma0) = 2.2592 uV
Fermi velocity = 5.804e+05 m/s
estimated e-e mean free path = 0.0689 um
L/ell = 20.00
EDGE VOLTAGES: x (um), ohmic, no stress, no slip (uV)
  0.25  +8.3338  -9.7282  -8.1816
  0.50  +6.7679  +2.2608  +3.1545
  1.00  +5.2019  +4.0836  +4.4848
  2.00  +3.6360  +3.3649  +3.4934
V/I at x = 0.25 um, no stress = -9.7282 ohm
V/I at x = 0.25 um, no slip = -8.1816 ohm
near-field term -2 m nu I/(pi n e^2 x^2) at 0.25 um = -18.0733 uV
no-stress voltage 0.25 um straight ahead = +26.4184 uV
SIGN CHANGE AND FIELD REVERSAL
no stress: V = 0 at x0 = 0.7854 ell = 0.3927 um
no stress: edge field reverses at 2.0000 ell = 1.0000 um
no stress: V < 0 out to x = ell needs L < 7.102 ell
no slip: V = 0 at x0 = 0.7203 ell = 0.3602 um
no slip: edge field reverses at 1.7737 ell = 0.8868 um
no slip: V < 0 out to x = ell needs L < 4.741 ell
no stress, L = 5 ell: x0 = 1.1295 ell
no stress, L = 200 ell: x0 = 0.5855 ell
INJECTOR WIDTH AND NUMERICAL CHECKS
Gaussian injector: viscous part changes sign at 1.3069 s
viscous part at x = 5 s, ratio to point injector = 1.1557
viscous part at x = 10 s, ratio to point injector = 1.0316
x^2 V at x = 0.05 ell, L = 5 ell, b/ell = 0.0: -1.9839 ell^2 I/(pi sigma0)
x^2 V at x = 0.05 ell, L = 5 ell, b/ell = 1.0: -1.9873 ell^2 I/(pi sigma0)
x^2 V at x = 0.05 ell, L = 5 ell, b/ell = inf: -1.9883 ell^2 I/(pi sigma0)
largest relative error of edge response = 4.2e-15
largest error of edge voltage = 2.2e-06 I/(pi sigma0)
```
